# When a Maxwell Relation Misjudges the Electrocaloric Effect

## A polarization that grows on heating

A relaxor ceramic is depoled, held at a fixed temperature, and its polarization \(P\) is recorded while the field \(E\) rises to 20 kV/cm in 25 ms. The run is repeated at other temperatures, each time from the depoled state. Suppose that the final polarization is 4.6 μC/cm² at 220 K and 20.0 μC/cm² at 240 K. The equilibrium Maxwell relation suggests the estimate

\[
\Delta S_M=\int_0^{E_{\max}}\left(\frac{\partial P}{\partial T}\right)_E dE ,\qquad
\Delta T_M=-\frac{T\,\Delta S_M}{c},
\]

where entropy \(S\) and heat capacity \(c\) are per unit volume. If \(P\) grows with \(T\) at every field of the ramp, and not only at its end, \(\Delta S_M\) is positive, and the sample should cool when the field is applied. The following model produces these polarizations, and its sample warms.

## The model and its energy balance

Let the material consist of independent polar regions of volume \(v\), each with a dipole moment \(\pm p\) along the field, where \(p=P_0v\). Without a field the two orientations have equal energy and are separated by a barrier \(W\). With \(k\) Boltzmann's constant, \(\nu\) an attempt rate and \(x=pE/kT\), the jump rates towards and away from the field are

\[
r_\pm=\nu e^{-W/kT}e^{\pm x}.
\]

If \(m\) is the mean orientation, fractions \((1\pm m)/2\) occupy the two wells. Each jump changes the difference of populations by two, so

\[
\frac{dm}{dt}=r_+(1-m)-r_-(1+m)=\Gamma(\tanh x-m),\qquad
\Gamma=\Gamma_0\cosh x,\quad \Gamma_0=2\nu e^{-W/kT}.
\]

The polarization is \(P=P_0m\). It equals its equilibrium value \(P_0\tanh x\) only if the jumps keep up with the field.

The internal energy density \(u\), without the field term \(-EP\), depends on temperature alone, because the wells are degenerate at zero field. With \(\delta q\) the heat absorbed, the first law is \(du=\delta q+E\,dP\). Hence

\[
-\delta q=E\,dP\ \text{(isothermal)},\qquad c\,dT=E\,dP\ \text{(adiabatic)}.
\]

The entropy density is a lattice part plus the mixing entropy of the two orientations:

\[
s=s_{\rm lat}(T)+\frac{k}{v}\sigma(m),\qquad
\sigma=-\sum_\pm\frac{1\pm m}{2}\ln\frac{1\pm m}{2},\qquad
\frac{d\sigma}{dm}=-\operatorname{artanh}m .
\]

This entropy is defined whether or not \(m\) has its equilibrium value, provided that the lattice has a temperature. The entropy produced in an isothermal step is

\[
ds-\frac{\delta q}{T}=\frac{A\,dm}{T},\qquad
A=P_0E-\frac{kT}{v}\operatorname{artanh}m=\frac{kT}{v}(x-\operatorname{artanh}m).
\]

\(A\) has the sign of \(\tanh x-m\), and so has \(dm/dt\). The production is therefore never negative.

## Why the sample must warm

Put \(D=\tanh x-m\), which is zero at the start. Whenever \(D=0\), \(m\) is momentarily stationary. So is \(T\), even in an adiabatic run, because \(c\,dT=P_0E\,dm\). The rising field then gives

\[
\frac{dD}{dt}=\frac{p}{kT}\frac{dE}{dt}\,\operatorname{sech}^2x>0 .
\]

\(D\) thus becomes positive and cannot return through zero while the field rises. Therefore \(m\) grows from zero. In an isothermal run,

\[
\Delta s=\frac{k}{v}\left[\sigma(m)-\ln2\right]<0,
\]

and in an adiabatic run \(E\,dP>0\) makes the temperature rise. In this model both signs hold at every temperature and ramp rate.

The Maxwell estimate has the opposite sign when the regions are nearly frozen. Then \(m\ll\tanh x\), and \(dm/dt\approx\Gamma\tanh x=\Gamma_0\sinh x\). For a linear ramp of duration \(t_r\), \(dt=t_r\,dE/E_{\max}\), so that

\[
m\approx\Gamma_0t_r\frac{kT}{pE_{\max}}(\cosh x-1).
\]

To find how this changes with temperature, write the integrand with \(a=(W-pE)/kT\) and \(b=(W+pE)/kT\):

\[
\Gamma_0\sinh x=\nu(e^{-a}-e^{-b}),\qquad
\frac{\partial}{\partial T}(\Gamma_0\sinh x)=\frac{\nu}{T}\left(ae^{-a}-be^{-b}\right).
\]

The function \(ye^{-y}\) decreases for \(y>1\), and \(a<b\). The derivative is therefore positive if \(W>pE_{\max}+kT\). Heating lets more regions turn during the ramp, and the Maxwell formula reads this gain in speed as a gain in entropy.

## The numbers at 240 K

Take \(P_0=30\) μC/cm², \(v=8\) nm³, \(W=0.50\) eV, \(\nu=10^{12}\) s⁻¹ and \(c=3.0\) J/(K cm³). At 20 kV/cm, \(pE_{\max}=0.030\) eV, while \(kT=0.021\) eV at 240 K. The condition just derived is well satisfied. At 240 K the regions are no longer nearly frozen, so the values below come from the full rate equation.

The final orientation is \(m=19.97/30=0.666\), for which \(\sigma=0.451\). The upper limit of the mixing entropy is \(k\ln2/v=1.196\) mJ/(K cm³), hence \(k/v=1.726\) mJ/(K cm³). The isothermal entropy change is

\[
\Delta s=1.726\,(0.451-0.693)=-0.42\ \text{mJ/(K cm}^3).
\]

The Maxwell estimate from the same family of runs is \(+8.76\) mJ/(K cm³). It has the wrong sign, and it is seven times the entire mixing entropy. The corresponding temperature changes are

\[
\Delta T_M=-\frac{240\times8.76\times10^{-3}}{3.0}\ \text{K}=-0.70\ \text{K},
\qquad \Delta T_{\rm direct}=+0.081\ \text{K}.
\]

The direct value comes from integrating the adiabatic equations. It is not \(-T\Delta s/c\), because the run is irreversible. In the isothermal run the heat released, divided by \(T\), is 1.01 mJ/(K cm³), and the entropy produced is 0.59 mJ/(K cm³). Their balance is \(-1.01+0.59=-0.42\), as it must be. More than half of the released heat is dissipation.

Removing the field at the same rate shows what this means for cooling. At 240 K the sample warms by a further 4.5 mK, because during part of the removal \(m\) is still growing towards equilibrium. At 340 K, where the regions follow the field, it warms by 66 mK on application and cools by 66 mK on removal.

## The general relation

Let \(g(T,E,\xi)\) be the Gibbs energy density of a sample with uniform temperature and one internal variable \(\xi\), everything else being in equilibrium. Define

\[
s=-\frac{\partial g}{\partial T},\qquad P=-\frac{\partial g}{\partial E},\qquad A=-\frac{\partial g}{\partial\xi}.
\]

A family of isothermal runs, with one preparation and one field protocol, defines a function \(\xi(T,E)\) on a chosen branch. Assume that it is smooth. Let subscripts \(T\) and \(E\) denote derivatives along this family, including the change of \(\xi\). For \(\tilde g(T,E)=g(T,E,\xi(T,E))\),

\[
\tilde g_E=-P-A\xi_E,\qquad \tilde g_T=-s-A\xi_T .
\]

Differentiate the first by \(T\) and the second by \(E\). The mixed derivatives are equal:

\[
P_T+A_T\xi_E+A\xi_{ET}=s_E+A_E\xi_T+A\xi_{TE}.
\]

The terms with second derivatives of \(\xi\) cancel, which leaves

\[
\boxed{\,s_E=P_T+A_T\xi_E-A_E\xi_T\,}
\]

The Maxwell estimate gives the entropy change of the runs if and only if the last two terms integrate to zero over the field range. Three cases show what this requires.

- In equilibrium \(A=0\) throughout, and the Maxwell relation holds.
- If \(\xi\) is frozen at one value for all \(T\) and \(E\), both terms vanish although \(A\neq0\). The relation then holds for the constrained state, so non-equilibrium alone does not prove the estimate wrong.
- If \(\xi\) is frozen during each run but at a value that depends on \(T\), for instance through the cooling history, then \(\xi_E=0\) and the term \(-A_E\xi_T\) remains. The estimate can fail although nothing relaxes while the field changes.

In the two-well model \(\xi=m\), and differentiating \(A\) along the runs gives

\[
A_T=-\frac{k}{v}\operatorname{artanh}m-\frac{kT}{v}\frac{m_T}{1-m^2},\qquad
A_E=P_0-\frac{kT}{v}\frac{m_E}{1-m^2}.
\]

In \(A_Tm_E-A_Em_T\) the products \(m_Tm_E\) cancel, leaving \(-(k/v)\operatorname{artanh}m\;m_E-P_0m_T\). The second part removes the whole Maxwell term \(P_T=P_0m_T\), and the first is the true \(s_E\). At 240 K the correction, integrated from finite differences of \(A\) and \(m\), is \(-9.18\) mJ/(K cm³). Added to \(+8.76\), it restores \(-0.42\).

## A small lag is enough

At 300 K the final polarization is 24.59 μC/cm², against 24.62 in equilibrium. The Maxwell estimate is nevertheless \(-0.54\) mJ/(K cm³), where the true change is \(-0.67\).

The weak-field limit shows how such a sensitivity arises, although it is not quantitative at 20 kV/cm, where \(x\) reaches 1.16. For \(x\ll1\), set \(\tau=t/t_r\), \(X=pE_{\max}/kT\) and \(G=\Gamma_0t_r\gg1\). The rate equation becomes \(dm/d\tau=G(X\tau-m)\). After a short transient its solution is \(m=X(\tau-1/G)\), so \(1/G\) is the relative lag at the end of the ramp. With \(\sigma-\ln2\approx-m^2/2\), the true change is

\[
\Delta s\approx-\frac{k}{2v}X^2\left(1-\frac1G\right)^2\approx\Delta s_{\rm eq}\left(1-\frac2G\right).
\]

The Maxwell estimate needs the area under the curve. To first order in \(1/G\), where the transient does not contribute,

\[
\int_0^{E_{\max}}P\,dE\approx P_0E_{\max}X\left(\frac12-\frac1G\right)
=\frac{P_0pE_{\max}^2}{k}\left(\frac1{2T}-\frac1{TG}\right).
\]

Because \(1/G\propto e^{W/kT}\), the derivative of \(1/(TG)\) is \(-(1+W/kT)/(T^2G)\). Therefore

\[
\Delta S_M\approx\Delta s_{\rm eq}\left[1-\frac2G\left(\frac{W}{kT}+1\right)\right],\qquad
\Delta s_{\rm eq}=-\frac{P_0pE_{\max}^2}{2kT^2}.
\]

In weak fields the lag thus enters the Maxwell estimate multiplied by a further factor \(W/kT+1\), which is 20.3 at 300 K. At 300 K and 0.2 kV/cm, \(G=199\) and the lag is 0.5%. The formulas give 0.990 for the true change and 0.796 for the Maxwell estimate, both relative to equilibrium; the full kinetics gives 0.990 and 0.798. A small lag in the polarization is therefore not sufficient evidence that the Maxwell estimate is accurate.

For the depoled runs at 20 kV/cm and 25 ms, the Maxwell sign is right from 279 K upwards, and the error relative to the true change stays below 10% from 311 K, up to the 400 K examined.

## Steady loops and slower ramps

Under a steady bipolar triangular field, swinging between \(-20\) and \(+20\) kV/cm at 10 Hz, take the part of the descending branch from 20 kV/cm to zero. The two temperatures below are those at which the Maxwell entropy estimate is largest in either direction. At 231 K the Maxwell estimate predicts a warming of 1.66 K on removal, while the isothermal heat released corresponds to 0.039 K. At 252 K it predicts a cooling of 0.38 K, and the heat absorbed corresponds to 0.037 K. In both cases the sign happens to be right, but the size, compared with the heat, is wrong by factors of about 40 and 10; by 290 K the factor has fallen to about 1.5. Between the two temperatures the sign of the entropy change can also fail: at 241 K the Maxwell estimate for removal is \(-5.0\) mJ/(K cm³), where the true change is \(+0.20\).

A change of ramp time exposes the fault. At 240 K, from the depoled state and with \(E_{\max}\) fixed, \(\Delta S_M\) is \(+8.76\), \(-0.55\) and \(-0.839\) mJ/(K cm³) for ramps of 0.025, 2.5 and 250 s. The equilibrium value is \(-0.842\). Independence of ramp time is necessary for an equilibrium reading, but not sufficient: a slower variable may remain frozen at values that differ between temperatures, as in the third case above. A direct measurement of temperature or heat, corrected for losses, avoids the inference.

## What a real relaxor changes

The parameters are illustrative and are not fitted to any material. The model fills the whole volume with identical, independent regions whose moments all lie along the field axis. In a real relaxor ceramic the moments have many directions, the barriers are distributed and the regions interact. At 240 K, a barrier spread of 0.05 eV changes the Maxwell and true values to \(+4.1\) and \(-0.42\) mJ/(K cm³). A mean-field coupling of 100 K, which adds \((100\ \text{K})\,m/T\) to \(x\), gives without the spread \(+10.9\) and \(-0.57\). In both cases the signs remain opposed. The size of the coupling is itself only illustrative: a stronger one shifts the true value further, and a mean-field coupling above the sample temperature makes the depoled state unstable against spontaneous order. A correction to the true value larger than either of these two examples comes from the decrease of \(P_0\) on heating. The term \(-EP_0(T)m\) in the Gibbs energy density then adds \(E_{\max}m\,dP_0/dT\) to the entropy change. If \(P_0\) vanished as a square root at roughly 620 K, then \(dP_0/dT=-P_0/[2(620\ \text{K}-T)]\), and at 240 K the entropy change would gain about \(-0.53\) mJ/(K cm³), more than the original \(-0.42\). The true magnitude is thus uncertain by at least a factor of two, but this term strengthens its sign. A field-induced ferroelectric phase lies outside the model, and its effect has not been estimated. A background relative permittivity that falls by 1 per kelvin would add only \(-0.02\) mJ/(K cm³), and a leakage conductivity of \(10^{-10}\) S/m would add about 1 μK of Joule heating per ramp.

## Numbers as computed

```
P0 30 uC/cm2; region volume 8 nm3
barrier 0.50 eV; attempt rate 1e+12 1/s
heat capacity 3.0 J/(K cm3)
E_max 20 kV/cm; ramp 25 ms
p E_max 0.0300 eV; kT at 240 K 0.0207 eV
entropy bound k ln2/v: 1.196 mJ/(K cm3)
Depoled start: P and equilibrium P at E_max, uC/cm2
 200 K: P 0.416, equilibrium 28.201
 220 K: P 4.622, equilibrium 27.559
 240 K: P 19.972, equilibrium 26.862
 280 K: P 25.261, equilibrium 25.378
 300 K: P 24.587, equilibrium 24.620
 340 K: P 23.123, equilibrium 23.127
Entropy change on application, mJ/(K cm3)
 200 K: Maxwell +0.3485, true -0.00017
 220 K: Maxwell +3.1471, true -0.02056
 240 K: Maxwell +8.7620, true -0.41736
 280 K: Maxwell -0.0865, true -0.71943
 300 K: Maxwell -0.5351, true -0.67328
 340 K: Maxwell -0.5711, true -0.58174
Temperature change, mK: Maxwell on; direct on; direct off
 200 K: -23.23; +1.930; +1.901
 220 K: -230.78; +21.011; +17.180
 240 K: -700.96; +80.824; +4.521
 280 K: +8.07; +70.018; -64.312
 300 K: +53.51; +68.035; -66.607
 340 K: +64.72; +65.992; -65.850
largest false entropy rise 8.762 mJ/(K cm3) at 240 K
Maxwell sign right from 279 K (1 K grid)
Maxwell error stays below 10% from 311 K
240 K: heat released/T 1.0083 mJ/(K cm3)
240 K: entropy produced 0.5909 mJ/(K cm3)
240 K: integrated correction -9.1795 mJ/(K cm3)
Weak field 0.2 kV/cm, 300 K: G = 199.2
 lag 1/G 0.50%; W/kT+1 = 20.34
 true/equilibrium 0.9900; formula 0.9900
 Maxwell/equilibrium 0.7978; formula 0.7958
240 K, ramp 0.025 s: Maxwell +8.7620 mJ/(K cm3)
240 K, ramp 2.5 s: Maxwell -0.5541 mJ/(K cm3)
240 K, ramp 250 s: Maxwell -0.8392 mJ/(K cm3)
240 K, equilibrium entropy change -0.8421 mJ/(K cm3)
Bipolar loop 10 Hz, removal from E_max to 0
 231 K: Maxwell application +21.527 mJ/(K cm3)
  removal: Maxwell +1657.6 mK, heat/c +39.04 mK
 252 K: Maxwell application -4.464 mJ/(K cm3)
  removal: Maxwell -375.0 mK, heat/c -37.32 mK
Neglected, 240 K; entropies in mJ/(K cm3):
 barrier spread 0.05 eV: Maxwell +4.107, true -0.419
 coupling 100 K: Maxwell +10.857, true -0.568
 P0(T), rough vanishing at 620 K: -0.526
 background, rough slope -1/K: -0.0177
 self-heating changes direct rise by +0.20%
 leakage, rough 1e-10 S/m: 1.1e-03 mK
 tunnelling crossover 7.6 K; E_max/rough breakdown 0.20
```
